# Closed-form potential and drain current of an undoped double-gate transistor: a program that tests the result

```python
"""Undoped symmetric double-gate transistor: test of the closed-form solution
  psi(x) = V - 2 VT ln[A cos(2 beta x/t)],
  A = (t/(2 beta)) sqrt(q ni/(2 eps_s VT)),
  (Vg-dphi-V)/(2 VT) - ln[(2/t) sqrt(2 eps_s VT/(q ni))]
      = ln(beta) - ln(cos(beta)) + 2 r beta tan(beta),
  I = mu (W/L) (4 eps_s/t) (2 VT)^2 [G(beta_source) - G(beta_drain)],
  G = beta tan(beta) - beta^2/2 + r beta^2 tan(beta)^2.
psi: intrinsic-level potential; V: electron quasi-Fermi potential;
VT = kT/q; t: film thickness; r = eps_s/(Cox t); Cox: capacitance per area
of one gate; ni: intrinsic density; dphi = 0: gate work-function offset.
Independent side: Chebyshev-Newton solution of Poisson's equation on the
whole film, and numerical integration of its charge over V. SI units.
"""
import numpy as np
from scipy.constants import k, e as q, epsilon_0, h as planck, m_e
from scipy.optimize import brentq

TEMP = 300.0
VT = k * TEMP / q
FILM = 10e-9
OXIDE = 2e-9
EPS_S = 12 * epsilon_0
EPS_OX = 4 * epsilon_0
NI = 1e16
MU = 0.03
WIDTH = LENGTH = 1e-6
COX = EPS_OX / OXIDE
GAIN = MU * WIDTH / LENGTH


# ---------- closed-form side ----------
def ratio_r(t):
    return EPS_S / (COX * t)


def find_beta(drive, t=FILM):
    """beta for drive = Vg - dphi - V, solved in ln(beta)."""
    target = drive / (2 * VT) - np.log(
        2 / t * np.sqrt(2 * EPS_S * VT / (q * NI)))

    def mismatch(log_beta):
        b = np.exp(log_beta)
        return (log_beta - np.log(np.cos(b))
                + 2 * ratio_r(t) * b * np.tan(b) - target)
    root = brentq(mismatch, -60.0, np.log(np.pi / 2) - 1e-12,
                  xtol=1e-14, rtol=1e-14)
    return np.exp(root)


def amplitude(b, t=FILM):
    return t / (2 * b) * np.sqrt(q * NI / (2 * EPS_S * VT))


def formula_charge(b, t=FILM):
    return 8 * EPS_S * VT / t * b * np.tan(b)


def formula_current(vg, vds, t=FILM):
    def primitive(b):
        tau = b * np.tan(b)
        return tau - b**2 / 2 + ratio_r(t) * tau**2
    return (GAIN * 4 * EPS_S / t * (2 * VT)**2
            * (primitive(find_beta(vg, t)) - primitive(find_beta(vg - vds, t))))


def diffusion_share(b, t=FILM):
    tau = b * np.tan(b)
    dtau = np.tan(b) + b / np.cos(b)**2
    slope = 1 / b + np.tan(b) + 2 * ratio_r(t) * dtau
    return dtau / (2 * tau * slope)


# ---------- numerical side: s = 2x/t on [-1, 1] ----------
N = 60
S = np.cos(np.pi * np.arange(N + 1) / N)
signs = (-1.0)**np.arange(N + 1)
signs[0] *= 2
signs[-1] *= 2
D = np.outer(signs, 1 / signs) / (S[:, None] - S[None, :] + np.eye(N + 1))
D -= np.diag(D.sum(axis=1))
D2 = D @ D
moments = np.array([2 / (1 - j**2) if j % 2 == 0 else 0.0
                    for j in range(N + 1)])
WEIGHTS = np.linalg.solve(np.polynomial.chebyshev.chebvander(S, N).T, moments)


def solve_poisson(vg, v, t=FILM, holes=False):
    """Return psi at the nodes, electron density, electron charge per area."""
    g, f = vg / VT, v / VT
    strength = (t / 2)**2 * q * NI / (EPS_S * VT)
    level = -np.log(strength)
    start = min(g, f + level)
    if holes:
        start = max(start, -level)
    u = np.full(N + 1, start)
    hole_factor = 1.0 if holes else 0.0
    robin = 2 * EPS_S / (COX * t)
    for _ in range(100):
        electrons = strength * np.exp(u - f)
        positive = hole_factor * strength * np.exp(-u)
        residual = D2 @ u - electrons + positive
        jacobian = D2 - np.diag(electrons + positive)
        for row, side in ((0, 1.0), (N, -1.0)):
            jacobian[row] = side * robin * D[row]
            jacobian[row, row] += 1.0
            residual[row] = u[row] + side * robin * (D[row] @ u) - g
        step = np.linalg.solve(jacobian, -residual)
        u = u + step
        if np.max(np.abs(step)) < 1e-8:
            break
    else:
        raise AssertionError("Poisson iteration did not converge")
    density = NI * np.exp(u - f)
    return u * VT, density, q * t / 2 * (WEIGHTS @ density)


def numerical_current(vg, vds, t=FILM, panels=10):
    nodes, weights = np.polynomial.legendre.leggauss(8)
    half = vds / panels / 2
    total = 0.0
    for p in range(panels):
        for z, w in zip(nodes, weights):
            v = (2 * p + 1 + z) * half
            total += half * w * solve_poisson(vg, v, t)[2]
    return GAIN * total


# Potential profile and charge, weak to strong inversion
profile_error = 0.0
for vg, v in ((0.2, 0.0), (0.5, 0.1), (0.7, 0.0), (0.7, 0.5), (1.0, 0.0)):
    psi, density, charge = solve_poisson(vg, v)
    b = find_beta(vg - v)
    exact = v - 2 * VT * np.log(amplitude(b) * np.cos(b * S))
    profile_error = max(profile_error, np.max(np.abs(psi - exact)))
    assert abs(formula_charge(b) / charge - 1) < 1e-6
assert profile_error < 1e-7

# Drain current against integrated numerical charge
current_error = 0.0
for vg, vds in ((0.2, 0.5), (0.5, 0.1), (0.7, 0.1), (0.7, 0.5), (1.0, 0.5)):
    reference = numerical_current(vg, vds)
    current_error = max(current_error,
                        abs(formula_current(vg, vds) / reference - 1))
assert current_error < 1e-6

# Charge form, using only numerical charges and centre densities
VG, VDS = 0.7, 0.5


def charge_terms(vg, v):
    _, density, charge = solve_poisson(vg, v)
    return GAIN * np.array([charge**2 / (4 * COX), 2 * VT * charge,
                            -k * TEMP * density[N // 2] * FILM])


for vds in (0.1, VDS):
    difference = np.sum(charge_terms(VG, 0.0) - charge_terms(VG, vds))
    assert abs(difference / formula_current(VG, vds) - 1) < 1e-6

# Conductances against numerical charges at both channel ends
dv = 1e-4
vd_test = 0.1
q_source = solve_poisson(VG, 0.0)[2]
q_drain_test = solve_poisson(VG, vd_test)[2]
gm = (formula_current(VG + dv, vd_test)
      - formula_current(VG - dv, vd_test)) / (2 * dv)
gds = (formula_current(VG, vd_test + dv)
       - formula_current(VG, vd_test - dv)) / (2 * dv)
assert abs(gm / (GAIN * (q_source - q_drain_test)) - 1) < 1e-4
assert abs(gds / (GAIN * q_drain_test) - 1) < 1e-4

# Drift share from the potential gradient; capacitance from charge slope
drift = {}
cap_ratio = {}
for vg in (0.2, 0.7, 1.0):
    psi_up = solve_poisson(vg, dv)[0]
    psi_down = solve_poisson(vg, -dv)[0]
    density = solve_poisson(vg, 0.0)[1]
    gradient = (psi_up - psi_down) / (2 * dv)
    drift[vg] = (WEIGHTS @ (density * gradient)) / (WEIGHTS @ density)
    b = find_beta(vg)
    assert abs(drift[vg] + diffusion_share(b) - 1) < 1e-4
    slope = (solve_poisson(vg + dv, 0)[2]
             - solve_poisson(vg - dv, 0)[2]) / (2 * dv)
    predicted = formula_charge(b) * diffusion_share(b) / VT
    assert abs(slope / predicted - 1) < 1e-4
    cap_ratio[vg] = slope / (2 * COX)
assert drift[0.2] < 0.01 and drift[1.0] > drift[0.7] > 0.5
assert cap_ratio[0.2] < cap_ratio[0.7] < cap_ratio[1.0] < 1

# Subthreshold limit, swing, and thickness dependence
low_numeric = numerical_current(0.2, VDS)
low_limit = (GAIN * k * TEMP * NI * FILM * np.exp(0.2 / VT)
             * (1 - np.exp(-VDS / VT)))
assert abs(low_numeric / low_limit - 1) < 1e-3
swing = 0.05 / np.log10(low_numeric / numerical_current(0.15, VDS))
assert abs(swing / (VT * np.log(10)) - 1) < 1e-3
thick_low = numerical_current(0.2, VDS, 2 * FILM) / low_numeric
thick_high = (numerical_current(1.0, VDS, 2 * FILM)
              / numerical_current(1.0, VDS))
assert abs(thick_low - 2) < 2e-3
assert abs(thick_high - 1) < 0.1

# Holes: numerous relative to electrons but harmless, then accumulation
psi_e, n_e, _ = solve_poisson(0.3, 1.0)
psi_h, n_h, _ = solve_poisson(0.3, 1.0, holes=True)
hole_ratio = NI * np.exp(-psi_h[N // 2] / VT) / n_h[N // 2]
harmless_shift = np.max(np.abs(psi_h - psi_e))
assert hole_ratio > 1e3 and harmless_shift < 1e-7
acc_e = solve_poisson(-0.8, 0.0)[0][0]
acc_h = solve_poisson(-0.8, 0.0, holes=True)[0][0]
assert acc_h - acc_e > 0.1

# Worked example
beta_s, beta_d = find_beta(VG), find_beta(VG - VDS)
amp = amplitude(beta_s)
psi_centre = -2 * VT * np.log(amp)
psi_surface = -2 * VT * np.log(amp * np.cos(beta_s))
n_centre = NI * np.exp(psi_centre / VT)
n_surface = NI * np.exp(psi_surface / VT)
n_ceiling = 2 * np.pi**2 * EPS_S * VT / (q * FILM**2)
assert solve_poisson(1.0, 0.0)[1][N // 2] < n_ceiling
band_density = 2 * (2 * np.pi * m_e * k * TEMP / planck**2)**1.5
MICRO = 1e6

print(f"Temperature: {TEMP:.0f} K; thermal voltage: {VT:.7f} V")
print(f"Film thickness: {FILM*1e9:.1f} nm; oxide: {OXIDE*1e9:.1f} nm")
print(f"Relative permittivities, film and oxide: "
      f"{EPS_S/epsilon_0:.1f}, {EPS_OX/epsilon_0:.1f}")
print(f"Intrinsic density: {NI:.3e} m^-3; mobility: {MU:.3f} m^2/(V s)")
print(f"Width and length: {WIDTH*1e6:.1f}, {LENGTH*1e6:.1f} micrometre")
print(f"Capacitance of one gate: {COX:.6e} F/m^2")
print(f"Structural ratio r: {ratio_r(FILM):.6f}")
log_term = np.log(2 / FILM * np.sqrt(2 * EPS_S * VT / (q * NI)))
print(f"Logarithm on left of beta equation: {log_term:.6f}")
print(f"Main bias: Vg = {VG:.2f} V, Vds = {VDS:.2f} V")
print(f"Left side of beta equation, source: {VG/(2*VT)-log_term:.6f}")
print(f"Left side of beta equation, drain: {(VG-VDS)/(2*VT)-log_term:.6f}")
print(f"beta at source: {beta_s:.8f}; at drain: {beta_d:.8e}")
print(f"A at source: {amp:.8e}")
print(f"Source potential, centre: {psi_centre:.6f} V")
print(f"Source potential, surface: {psi_surface:.6f} V")
print(f"Source density, centre: {n_centre:.5e} m^-3")
print(f"Source density, surface: {n_surface:.5e} m^-3")
print(f"Upper bound on centre density: {n_ceiling:.5e} m^-3")
print(f"Effective density of states, mass m_e: {band_density:.5e} m^-3")
print(f"Charge at source: {formula_charge(beta_s):.6e} C/m^2")
print(f"Charge at drain: {formula_charge(beta_d):.6e} C/m^2")
print(f"Drain current, formula: {formula_current(VG, VDS)*MICRO:.6f} uA")
print(f"Drain current, quadrature: {numerical_current(VG, VDS)*MICRO:.6f} uA")
for vg in (0.7, 1.0):
    parts = charge_terms(vg, 0.0) * MICRO
    print(f"Source terms at Vg={vg:.1f} V (Q^2, Q, centre): "
          f"{parts[0]:.5f}, {parts[1]:.5f}, {parts[2]:.5f} uA")
for vds in (0.05, 0.1, 0.2, 0.3, 0.5):
    print(f"Output curve, Vg={VG:.1f} V, Vds={vds:.2f} V: "
          f"{formula_current(VG, vds)*MICRO:.6f} uA")
for vg in (0.2, 0.3, 0.4, 0.5, 0.6, 0.7, 0.8, 1.0):
    print(f"Transfer curve, Vds={VDS:.1f} V, Vg={vg:.1f} V: "
          f"{formula_current(vg, VDS)*MICRO:.6e} uA")
for vg in (0.2, 0.7, 1.0):
    print(f"Source at Vg={vg:.1f} V: drift share {drift[vg]:.6f}, "
          f"(dQ/dVg)/(2Cox) {cap_ratio[vg]:.6f}")
print(f"At Vg={VG:.1f} V, Vds={vd_test:.1f} V: dI/dVg {gm*MICRO:.5f} uA/V, "
      f"dI/dVds {gds*MICRO:.5f} uA/V")
print(f"Subthreshold limit at Vg=0.2 V: {low_limit*MICRO:.6e} uA")
print(f"Subthreshold swing: {swing*1e3:.4f} mV/decade")
print(f"Current ratio, film doubled, Vg=0.2 V: {thick_low:.6f}")
print(f"Current ratio, film doubled, Vg=1.0 V: {thick_high:.6f}")
print(f"Hole/electron ratio at Vg=0.3 V, V=1.0 V: {hole_ratio:.3e}")
print(f"Potential shift from those holes below 1e-7 V: "
      f"{harmless_shift < 1e-7}")
print(f"Surface potential at Vg=-0.8 V, V=0, no holes: {acc_e:.6f} V")
print(f"Surface potential at Vg=-0.8 V, V=0, with holes: {acc_h:.6f} V")
print(f"Largest profile error: {profile_error:.1e} V")
print(f"Largest relative current error: {current_error:.1e}")
print("all tests passed")
```

It prints:

```
Temperature: 300 K; thermal voltage: 0.0258520 V
Film thickness: 10.0 nm; oxide: 2.0 nm
Relative permittivities, film and oxide: 12.0, 4.0
Intrinsic density: 1.000e+16 m^-3; mobility: 0.030 m^2/(V s)
Width and length: 1.0, 1.0 micrometre
Capacitance of one gate: 1.770838e-02 F/m^2
Structural ratio r: 0.600000
Logarithm on left of beta equation: 9.368302
Main bias: Vg = 0.70 V, Vds = 0.50 V
Left side of beta equation, source: 4.170302
Left side of beta equation, drain: -5.500129
beta at source: 1.15364699; at drain: 4.08612716e-03
A at source: 7.40159311e-05
Source potential, centre: 0.491769 V
Source potential, surface: 0.538482 V
Source density, centre: 1.82536e+24 m^-3
Source density, surface: 1.11200e+25 m^-3
Upper bound on centre density: 3.38410e+24 m^-3
Effective density of states, mass m_e: 2.50941e+25 m^-3
Charge at source: 5.720431e-03 C/m^2
Charge at drain: 3.668937e-08 C/m^2
Drain current, formula: 20.464135 uA
Drain current, quadrature: 20.464135 uA
Source terms at Vg=0.7 V (Q^2, Q, centre): 13.85926, 8.87307, -2.26817 uA
Source terms at Vg=1.0 V (Q^2, Q, centre): 92.00769, 22.86210, -3.19589 uA
Output curve, Vg=0.7 V, Vds=0.05 V: 7.560000 uA
Output curve, Vg=0.7 V, Vds=0.10 V: 13.156843 uA
Output curve, Vg=0.7 V, Vds=0.20 V: 19.143737 uA
Output curve, Vg=0.7 V, Vds=0.30 V: 20.402425 uA
Output curve, Vg=0.7 V, Vds=0.50 V: 20.464135 uA
Transfer curve, Vds=0.5 V, Vg=0.2 V: 2.845554e-05 uA
Transfer curve, Vds=0.5 V, Vg=0.3 V: 1.360106e-03 uA
Transfer curve, Vds=0.5 V, Vg=0.4 V: 6.173820e-02 uA
Transfer curve, Vds=0.5 V, Vg=0.5 V: 1.320426e+00 uA
Transfer curve, Vds=0.5 V, Vg=0.6 V: 7.307320e+00 uA
Transfer curve, Vds=0.5 V, Vg=0.7 V: 2.046413e+01 uA
Transfer curve, Vds=0.5 V, Vg=0.8 V: 4.188229e+01 uA
Transfer curve, Vds=0.5 V, Vg=1.0 V: 1.103535e+02 uA
Source at Vg=0.2 V: drift share 0.000051, (dQ/dVg)/(2Cox) 0.000040
Source at Vg=0.7 V: drift share 0.874989, (dQ/dVg)/(2Cox) 0.781044
Source at Vg=1.0 V: drift share 0.944530, (dQ/dVg)/(2Cox) 0.892944
At Vg=0.7 V, Vds=0.1 V: dI/dVg 78.38816 uA/V, dI/dVds 93.22476 uA/V
Subthreshold limit at Vg=0.2 V: 2.845627e-05 uA
Subthreshold swing: 59.5271 mV/decade
Current ratio, film doubled, Vg=0.2 V: 1.999927
Current ratio, film doubled, Vg=1.0 V: 1.011155
Hole/electron ratio at Vg=0.3 V, V=1.0 V: 5.245e+06
Potential shift from those holes below 1e-7 V: True
Surface potential at Vg=-0.8 V, V=0, no holes: -0.800000 V
Surface potential at Vg=-0.8 V, V=0, with holes: -0.557426 V
Largest profile error: 1.2e-13 V
Largest relative current error: 3.8e-12
all tests passed
```
